# Zero-energy transmission between two chains with unequal hoppings

## The problem

Two semi-infinite chains are joined end to end. Sites \(j\le 0\) belong to the left chain, in which neighbouring sites are coupled by the matrix element \(-t_L\). Sites \(j\ge 1\) belong to the right chain, with coupling \(-t_R\). The bond between sites 0 and 1 is \(-t_c\). The magnitudes \(t_L,t_R,t_c\) are positive, each site carries one orbital, the orbitals are orthonormal, and every on-site energy is zero. The electrons do not interact with one another and scatter elastically.

This is a one-channel model of a contact between two conductors whose bands have different widths but a common centre. It contains no band gap, no charge transfer and no Schottky barrier. Energies are in hartree, \(\hbar=1\), and lengths are counted in sites.

**(a)** Find the retarded Green function \(g\) at the end site of one isolated chain, and the density of states there at \(E=0\).

**(b)** Join the chains and express the transmission probability \(T(E)\) through \(g_L\), \(g_R\) and \(t_c\).

**(c)** Evaluate \(T(0)\) as a function of the hopping ratio \(r=t_R/t_L\) and the relative bond strength \(\gamma=t_c/t_L\). Is there a bond that removes the reflection?

**(d)** Examine a weak bond, a bond equal to one of the two hoppings, and the range of bonds for which at least half of the incident flux passes.

**(e)** Take \(t_L=0.100\) and \(t_R=0.025\) hartree, which are round model values. Find \(T(0)\) and the conductance for several bonds between 0.010 and 0.250 hartree.

## Hints

1. A semi-infinite chain that loses its end site is still the same semi-infinite chain. This gives a closed equation for \(g\). Of its two roots, keep the one that decays for large \(|z|\) in the upper half-plane.
2. Treat the interface bond as the perturbation in Dyson's equation. Before joining, no Green function element connects the two chains.
3. For the flux, write plane waves on each side and continue each of them by one site past the interface. Subtracting the bulk equation from the true equation at an end site leaves a short matching condition.
4. Transmission is a ratio of fluxes, not of squared amplitudes, because the two chains have different velocities.
5. At \(E=0\), look for the one combination of the three hoppings on which everything depends.

## Solution

### (a) The end of one chain

Number the sites of an isolated chain \(1,2,3,\dots\) from its end, and let \(G=(z-H)^{-1}\). The first column of \((z-H)G=1\) gives, in its first row,

\[
zG_{11}+tG_{21}=1 .
\]

The remaining rows describe the chain that starts at site 2, driven by a source \(-tG_{11}\) on site 2. Its response there is \(G_{21}=g\,(-tG_{11})\), where \(g\) is the end-site function of the shortened chain. That chain is identical to the original, so \(G_{11}=g\) as well, and

\[
zg-t^2g^2=1,\qquad
g(z)=\frac{z-i\sqrt{4t^2-z^2}}{2t^2}.
\]

To justify the sign, put \(z=iy\) with \(y\) large and positive. Then \(g=i\,[y-\sqrt{4t^2+y^2}]/(2t^2)\to -i/y=1/z\), as a resolvent must behave. The other root grows with \(y\). The principal square root is continuous throughout the upper half-plane, because its argument is real and negative only for real \(z\). The choice therefore holds down to the real axis, understood as the limit \(z=E+i0\). Inside the band one may simply put \(z=E\). Outside the band the limit must be taken, because for real \(E>2t\) the principal root evaluated on the axis itself gives the growing solution.

Inside the band write \(E=-2t\cos k\) with \(0<k<\pi\). The root becomes \(2t\sin k\), and

\[
g=-\frac{e^{ik}}{t},\qquad \operatorname{Im}g=-\frac{\sin k}{t},\qquad |g|=\frac1t .
\]

At \(E=0\) we have \(k=\pi/2\), hence

\[
g(0)=-\frac{i}{t},\qquad \rho(0)=-\frac{1}{\pi}\operatorname{Im}g(0)=\frac{1}{\pi t}
\]

per spin. At the band centre, the chain with the smaller hopping therefore has the larger density of states at its end.

### (b) Joining the chains

The perturbation has the elements \(V_{01}=V_{10}=-t_c\). With the source on site 0, Dyson's equation \(G=g+gVG\) reads

\[
G_{00}=g_L-t_cg_LG_{10},\qquad G_{10}=-t_cg_RG_{00}.
\]

Inserting the second equation into the first gives \(G_{00}(1-t_c^2g_Lg_R)=g_L\), so that

\[
G_{10}=-\frac{t_c\,g_Lg_R}{1-t_c^2g_Lg_R}.
\]

To connect this with a flux, consider a wave arriving from the left:

\[
\psi_j=e^{ik_Lj}+a\,e^{-ik_Lj}\ (j\le0),\qquad
\psi_j=b\,e^{ik_Rj}\ (j\ge1).
\]

Since \(dE/dk=2t\sin k>0\), waves with positive \(k\) move to the right. The true equation at site 0 is \(E\psi_0=-t_L\psi_{-1}-t_c\psi_1\). The left-hand expression, continued to \(j=1\), obeys the same equation with \(t_c\psi_1\) replaced by \(t_L(e^{ik_L}+ae^{-ik_L})\). The two must agree. The same comparison at site 1, with the right-hand wave continued to \(j=0\), gives the second condition:

\[
t_L\left(e^{ik_L}+a\,e^{-ik_L}\right)=t_c\,b\,e^{ik_R},\qquad
t_R\,b=t_c(1+a).
\]

Substitute \(a=t_Rb/t_c-1\) into the first condition:

\[
2it_L\sin k_L=b\left(t_ce^{ik_R}-\frac{t_Lt_R}{t_c}e^{-ik_L}\right).
\]

Multiply by \(t_ce^{ik_L}\), divide by \(t_Lt_R\), and define \(x=t_c^2/(t_Lt_R)\). This yields

\[
b=-\,\frac{2i\,(t_c/t_R)\sin k_L\,e^{ik_L}}{1-x\,e^{i(k_L+k_R)}} .
\]

Because \(g_Lg_R=e^{i(k_L+k_R)}/(t_Lt_R)\), the denominator is the one found in \(G_{10}\). Comparing the two expressions gives

\[
\psi_1=b\,e^{ik_R}=i\,v_L\,G_{10},\qquad v_L=2t_L\sin k_L .
\]

It remains to count flux. From \(i\,d\psi_j/d\tau=-t(\psi_{j+1}+\psi_{j-1})\), where \(\tau\) is time,

\[
\frac{d|\psi_j|^2}{d\tau}=J_{j-1\to j}-J_{j\to j+1},\qquad
J_{j\to j+1}=2t\operatorname{Im}(\psi_j^*\psi_{j+1}).
\]

The transmitted wave carries \(|b|^2v_R\). On the left the cross terms between incident and reflected waves are real, so the net flux is \(v_L(1-|a|^2)\). In a stationary state the flux is the same through every bond, which means \(1-|a|^2=|b|^2v_R/v_L\). This common value is the transmission:

\[
T=\frac{v_R}{v_L}|b|^2=v_Lv_R|G_{10}|^2 .
\]

With \(v=-2t^2\operatorname{Im}g\), the velocities are the level widths \(\Gamma\) that the semi-infinite leads give to sites attached to them by the lead's own hopping \(t\). Finally, \(|g_Lg_R|^2=1/(t_L^2t_R^2)\) inside both bands, and the factors of \(t_L^2t_R^2\) cancel:

\[
T(E)=\frac{4t_c^2\,\operatorname{Im}g_L\,\operatorname{Im}g_R}{\left|1-t_c^2g_Lg_R\right|^2}.
\]

The numerator contains the two surface densities of states. For \(x<1\) the factor \(1/(1-t_c^2g_Lg_R)\) can be expanded as a geometric series of repeated passages across the bond. For stronger bonds this series does not converge, but the closed formula still holds.

### (c) The band centre

At \(E=0\) the product of the imaginary parts is \((-1/t_L)(-1/t_R)=1/(t_Lt_R)\), while \(g_Lg_R=(-i)^2/(t_Lt_R)=-1/(t_Lt_R)\). The minus sign turns the denominator into \((1+x)^2\):

\[
T(0)=\frac{4x}{(1+x)^2}=\frac{4r\gamma^2}{(r+\gamma^2)^2},\qquad
x=\frac{t_c^2}{t_Lt_R}=\frac{\gamma^2}{r}.
\]

The reflected amplitude follows from \(a=t_Rb/t_c-1\). With \(\sin k_L=1\), \(e^{ik_L}=i\) and \(e^{i(k_L+k_R)}=-1\), we get \(t_Rb/t_c=2/(1+x)\), and therefore

\[
a=\frac{1-x}{1+x},\qquad R=a^2=\left(\frac{1-x}{1+x}\right)^2,\qquad T+R=1 .
\]

Reflection vanishes for \(x=1\), that is, for

\[
t_c=\sqrt{t_Lt_R}.
\]

The matching bond is the geometric mean of the hoppings. Unequal hoppings alone do not force reflection at the band centre. On either side of the match the reflected amplitude has opposite signs, so it passes through zero as the bond is varied.

Writing \(x=e^{2u}\), with \(u=\ln(t_c/\sqrt{t_Lt_R})\), gives \(T(0)=1/\cosh^2u\). A bond too strong by some factor thus transmits as much as a bond too weak by the same factor.

The dependence on \(r\) is equally simple: at fixed \(\gamma\) the maximum lies at \(r=\gamma^2\). The formula gives

| \(r\) | \(T(0)\), \(\gamma=0.5\) | \(T(0)\), \(\gamma=1\) |
|---|---|---|
| 0.10 | 0.816 | 0.331 |
| 0.25 | 1.000 | 0.640 |
| 0.50 | 0.889 | 0.889 |
| 1.00 | 0.640 | 1.000 |
| 2.00 | 0.395 | 0.889 |

With \(\gamma=0.5\), making the two chains equal lowers the transmission from 1 to 0.64, because the bond is then a weak link in an otherwise uniform chain.

### (d) Limits

**Weak bond.** For \(x\ll1\), \(T(0)\to4x\). Since \(\rho_L\rho_R=1/(\pi^2t_Lt_R)\), this is

\[
T(0)\approx4\pi^2t_c^2\rho_L\rho_R ,
\]

the tunnelling law: the squared coupling times the two densities of states. It exceeds the full result by the factor \((1+x)^2\), so it fails once \(x\) is no longer small.

**Bond equal to one hopping.** If \(t_c=t_L\), then \(x=1/r\). If \(t_c=t_R\), then \(x=r\). Both cases give

\[
T(0)=\frac{4r}{(1+r)^2}=\frac{4v_Lv_R}{(v_L+v_R)^2},
\]

because \(v=2t\) at the band centre. This expression depends only on the mismatch of the two velocities. It belongs to these two particular bonds and is not a general upper limit on the transmission.

**Half transmission.** Setting \(4x/(1+x)^2=1/2\) gives \(x^2-6x+1=0\), with the roots \(x=3\pm2\sqrt2=(\sqrt2\pm1)^2\). Hence \(T(0)\ge1/2\) for

\[
\sqrt2-1\le\frac{t_c}{\sqrt{t_Lt_R}}\le\sqrt2+1 .
\]

The match is broad: the bond may vary by a factor of almost six within this range.

### (e) Numbers

Here \(r=0.25\), \(t_Lt_R=0.0025\) hartree², and the matching bond is 0.050 hartree. For the arithmetic mean of the hoppings, \(t_c=0.0625\) hartree,

\[
x=\frac{0.0625^2}{0.0025}=1.5625,\qquad
T(0)=\frac{4\times1.5625}{2.5625^2}=0.952 .
\]

At zero temperature and small voltage, with the Fermi level at \(E=0\), the conductance including both spins is \((2e^2/h)\,T(0)\), where \(2e^2/h=77.48\) microsiemens. The same arithmetic for the other bonds gives

| \(t_c\) (hartree) | \(x\) | \(T(0)\) | conductance (µS) |
|---|---|---|---|
| 0.0100 | 0.04 | 0.148 | 11.5 |
| 0.0250 | 0.25 | 0.640 | 49.6 |
| 0.0500 | 1.00 | 1.000 | 77.5 |
| 0.0625 | 1.56 | 0.952 | 73.7 |
| 0.1000 | 4.00 | 0.640 | 49.6 |
| 0.2500 | 25.0 | 0.148 | 11.5 |

The arithmetic mean reflects about 5 % of the flux. At least half is transmitted for bonds from 0.0207 to 0.1207 hartree. For the weakest bond in the table the tunnelling law gives \(4x=0.160\), which is 8 % above the full value, in line with \((1.04)^2=1.08\).

## Variation 1: why does a strong bond reflect?

*Eliminate sites 0 and 1 at \(E=0\), and use the result to explain the equal first and last rows of the table above.*

The equations at the two end sites are \(0=-t_L\psi_{-1}-t_c\psi_1\) and \(0=-t_c\psi_0-t_R\psi_2\). Therefore

\[
\psi_1=-\frac{t_L}{t_c}\psi_{-1},\qquad \psi_0=-\frac{t_R}{t_c}\psi_2 .
\]

Put these into the equations at sites \(-1\) and 2:

\[
0=-t_L\psi_{-2}+\frac{t_Lt_R}{t_c}\psi_2,\qquad
0=-t_R\psi_3+\frac{t_Lt_R}{t_c}\psi_{-1}.
\]

Sites \(-1\) and 2 are now the ends of two chains joined by a bond of magnitude \(t_c'=t_Lt_R/t_c\). No on-site energy has appeared. The new matrix element is positive, but reversing the sign of every orbital on the right restores the original form without changing any probability.

The new parameter is \(x'=t_c'^2/(t_Lt_R)=1/x\), and \(4x/(1+x)^2\) is indeed unchanged when \(x\) is replaced by \(1/x\). Physically, the two end sites taken alone form a pair with levels at \(\pm t_c\), and the rest of the system is coupled only through this pair, with a strength that falls as \(1/t_c\). When \(t_c\) is well above both hoppings, the pair levels split off outside the bands, near \(\pm t_c\) and far from \(E=0\). For a moderately strong bond such as \(t_c=0.100\) hartree, \(\pm t_c\) still lies inside the left band and no level splits off. The picture of an off-resonant pair is then only a rough guide, although the elimination at \(E=0\) remains exact. For \(t_c=0.250\) hartree the remaining bond is \(0.100\times0.025/0.250=0.010\) hartree, the bond of the first row.

## Variation 2: does the match survive away from the band centre?

*Find \(T(E)\) for energies inside both bands, and the leading loss for the bond \(t_c=\sqrt{t_Lt_R}\).*

Insert \(\operatorname{Im}g=-\sin k/t\) and \(g_Lg_R=e^{i(k_L+k_R)}/(t_Lt_R)\) into the general formula:

\[
T(E)=\frac{4x\sin k_L\sin k_R}{1+x^2-2x\cos(k_L+k_R)} .
\]

Subtract this from 1 and use \(\cos(k_L+k_R)+2\sin k_L\sin k_R=\cos(k_L-k_R)\):

\[
R(E)=\frac{1+x^2-2x\cos(k_L-k_R)}{1+x^2-2x\cos(k_L+k_R)} .
\]

The numerator is \((1-x)^2+2x[1-\cos(k_L-k_R)]\), a sum of two non-negative terms. Reflection therefore vanishes only if \(x=1\) and \(k_L=k_R\). The second condition means \(E/t_L=E/t_R\), which for unequal hoppings leaves \(E=0\). If the band centres are shifted to \(\varepsilon_L\) and \(\varepsilon_R\), each chain sees \(E-\varepsilon\) in place of \(E\). As long as \(E=0\) lies inside both bands, the match there survives only if \(\varepsilon_L/t_L=\varepsilon_R/t_R\). For unequal hoppings, even a common nonzero shift of both chains therefore causes reflection at \(E=0\).

For \(x=1\), the identity \(1-\cos\theta=2\sin^2(\theta/2)\) gives

\[
1-T(E)=\frac{\sin^2[(k_L-k_R)/2]}{\sin^2[(k_L+k_R)/2]} .
\]

Near the centre \(k\approx\pi/2+E/(2t)\). The denominator is then 1 up to terms of order \(E^2\), and

\[
1-T(E)\approx\frac{E^2}{16}\left(\frac1{t_L}-\frac1{t_R}\right)^2 .
\]

At \(E=0.010\) hartree the wave numbers are \(k_L=1.6208\) and \(k_R=1.7722\), and the full expression gives a loss of 0.0058. The quadratic law gives \((10^{-4}/16)\times(10-40)^2=0.0056\), about 3 % below the full loss. For these hoppings the loss stays below 3 % up to \(|E|=0.020\) hartree, but transmission cannot extend beyond the narrower band, which ends at \(|E|=2t_R=0.050\) hartree.

A wave packet shows the same effect, since it contains a range of energies. Take a Gaussian packet at the band centre whose probability density has a standard deviation of 60 sites in the left chain. Its wave-number spread is \(1/120\), so its energy spread is \(2t_L/120=0.00167\) hartree. Averaging the quadratic law over the packet predicts a loss of \((900/16)\times(0.00167)^2\approx1.6\times10^{-4}\). Evolving this packet numerically, by diagonalizing a finite system of 800 left and 400 right sites with the matching bond, puts a probability of 0.9998 in the right chain after the collision, in agreement with that estimate.

Numbers in the example were calculated in double precision.
